**Stress-fluctuation formula for elastic constants: numerical tests on a diamond-lattice model**

The result under test is $C_{\alpha\beta}=\langle C^B_{\alpha\beta}\rangle-(V/k_BT)\,\mathrm{cov}(\sigma^U_\alpha,\sigma^U_\beta)+(Nk_BT/V)\,2\,\mathrm{tr}(E_\alpha E_\beta)$ for $N$ classical nuclei in a cell of volume $V$, with the limit $C(0)=C^B-\Lambda H^+\Lambda^{\mathsf T}/V$. Here $\eta=\sum e_\alpha E_\alpha$ is the Lagrangian strain, $\sigma^U$ and $C^B$ are the first and second strain derivatives of the potential per volume at fixed scaled coordinates, $H$ is the force-constant matrix, $H^+$ its pseudo-inverse and $\Lambda$ the mixed strain–displacement derivative. For a two-atom cell with Morse bonds and Keating-type angle terms, the program asserts that the formula and the mean stress match finite differences of the free energy integrated in rotated, deformed cubic and triclinic cells at 600 K, that a doubled kinetic term fails, and that momentum quadrature gives the kinetic Born and covariance coefficients 2 and 1. It asserts that the covariance and Born terms extrapolated to $T=0$ equal the static ones, that $C(0)$ matches closed forms and re-minimized energies, that a 16-atom cell gives the same correction with a cell-periodic $\Lambda$, and that the low-temperature slope matches the harmonic free energy of the two-atom cell. It also asserts the stress–strain coefficients $C_{11}-P$, $C_{12}+P$, $C_{44}-P$ and the $-\lambda^2/k_BT$ growth of the curvature for a symmetric double well. The output shows $C_{44}$ relaxing from 0.6928 to 0.5196 eV/Å³ at $T=0$, the value 0.5223 eV/Å³ at 600 K, and a largest deviation of $2.5\times10^{-9}$ eV/Å³ between formula and free energy. The printed harmonic slopes have opposite signs in the 2-atom and 16-atom cells; the 16-atom slopes are computed but not tested.

## Check in Python

```python
# Result under test (classical canonical ensemble, N atoms, periodic cell volume V, kT thermal energy):
#   C_ab = <Born_ab> - (V/kT) cov(sig_a, sig_b) + (N kT/V) 2 tr(E_a E_b),   C_ab = (1/V) d2A/de_a de_b
#   T -> 0:  C_ab = Born_ab - (1/V) (Lam H^+ Lam^T)_ab   (internal-relaxation correction)
# eta = sum_a e_a E_a Lagrangian strain (Voigt), A Helmholtz energy, sig = (1/V) dU/de and
# Born = (1/V) d2U/de2 at fixed scaled coordinates, H = d2U/dx2, Lam = d2U/de dx, H^+ pseudo-inverse.
# Model: diamond lattice, Morse bonds + (kappa/2 r0^2)(b.b' + r0^2/3)^2 angle terms. Units eV, angstrom.
import numpy as np
from itertools import product
from scipy import constants as sc
from scipy.spatial.transform import Rotation

kB = sc.physical_constants['Boltzmann constant in eV/K'][0]
GPA = sc.e / sc.angstrom**3 / 1e9
De, al, r0, kap = 2.0, 1.5, 2.5, 0.75
c = r0 / np.sqrt(3)
D0 = c * np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
E = np.zeros((6, 3, 3))
for a, (i, j) in enumerate([(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]):
    E[a, i, j] += 0.5; E[a, j, i] += 0.5
KIN = 2 * np.einsum('aij,bji->ab', E, E)
I3, I6 = np.eye(3), np.eye(6)
ROT = Rotation.from_rotvec([0.3, -0.5, 0.4]).as_matrix()

def topology(n):
    cells = list(product(range(n), repeat=3)); idx = {m: i for i, m in enumerate(cells)}
    sh = np.vstack([np.zeros(3, int), np.eye(3, dtype=int)]); nc = len(cells)
    at = lambda m, s: idx[tuple(int(v) for v in (np.array(m) + s) % n)]
    inc = np.zeros((4 * nc, 2 * nc)); p = list(range(4 * nc)); q = list(p)
    for i, m in enumerate(cells):
        for k in range(4):
            inc[4 * i + k, i] -= 1; inc[4 * i + k, nc + at(m, -sh[k])] += 1
            for l in range(k + 1, 4):
                p += [4 * i + k, 4 * at(m, sh[k]) + k]; q += [4 * i + l, 4 * at(m, sh[l]) + l]
    return dict(nc=nc, N=2 * nc, nb=4 * nc, inc=inc, p=np.array(p), q=np.array(q))

T1, T2 = topology(1), topology(2)
volume = lambda D, t: t['nc'] * abs(np.linalg.det(D[0] - D[1:]))
bonds = lambda D, x, t: np.tile(D, (t['nc'], 1)) + t['inc'] @ x

def energy(D, x, t):  # potential from Cartesian bond vectors, no strain derivatives
    b = bonds(D, x, t); nb = t['nb']
    r = np.sqrt((b * b).sum(-1))
    dot = (b[..., t['p'][nb:], :] * b[..., t['q'][nb:], :]).sum(-1)
    return De * ((1 - np.exp(-al * (r - r0)))**2).sum(-1) + kap / (2 * r0**2) * ((dot + r0**2 / 3)**2).sum(-1)

def terms(D, x, t):  # analytic derivatives with respect to the scalar products g and dg/de
    b = bonds(D, x, t); nb = t['nb']; bp, bq = b[..., t['p'], :], b[..., t['q'], :]
    g = (bp * bq).sum(-1); r = np.sqrt(g[..., :nb]); y = np.exp(-al * (r - r0))
    u1, u2 = 2 * De * al * y * (1 - y), 2 * De * al**2 * (2 * y * y - y)
    f1 = np.concatenate([u1 / (2 * r), kap / r0**2 * (g[..., nb:] + r0**2 / 3)], -1)
    f2 = np.concatenate([(u2 - u1 / r) / (4 * r * r), np.full(g[..., nb:].shape, kap / r0**2)], -1)
    outer = (bp[..., :, None] * bq[..., None, :]).reshape(-1, 9)
    dg = (outer @ (2 * E.reshape(6, 9).T)).reshape(*g.shape, 6)
    return f1, f2, dg, bp, bq

def static(D, x, t):
    f1, f2, dg, bp, bq = terms(D, x, t); Ip, Iq = t['inc'][t['p']], t['inc'][t['q']]
    J = (Ip[:, :, None] * bq[:, None, :] + Iq[:, :, None] * bp[:, None, :]).reshape(len(f1), -1)
    S = (Ip * f1[:, None]).T @ Iq
    H = (J * f2[:, None]).T @ J + np.kron(S + S.T, I3)
    M = (Ip * f1[:, None]).T @ bq + (Iq * f1[:, None]).T @ bp
    Lam = (dg * f2[:, None]).T @ J + 2 * np.einsum('aij,nj->ani', E, M).reshape(6, -1)
    return (dg * f2[:, None]).T @ dg, Lam, H

pinv = lambda H: np.linalg.pinv(H, rcond=1e-9, hermitian=True)

def relax(D, t, x0=None):  # the root is fixed by a complex-step gradient of energy()
    n3 = 3 * t['N']; x = np.zeros(n3) if x0 is None else x0.ravel().copy()
    for it in range(12):
        g = energy(D, (x + 1e-30j * np.eye(n3)).reshape(n3, -1, 3), t).imag / 1e-30
        x = x - pinv(static(D, x.reshape(-1, 3), t)[2]) @ g
    assert abs(g).max() < 1e-11
    return x.reshape(-1, 3)

def deform(D, e, R=I3):
    w, v = np.linalg.eigh(I3 + 2 * np.tensordot(e, E, 1))
    return D @ (R @ (v * np.sqrt(w)) @ v.T).T

def fd(f, h=2e-3):
    a, b, o, d, e = f(-2 * h), f(-h), f(0.0), f(h), f(2 * h)
    return (a - 8 * b + 8 * d - e) / (12 * h), (-a + 16 * b - 30 * o + 16 * d - e) / (12 * h * h)

# uniform grid in units of the harmonic width, cut to a sphere wide enough for the soft Morse tail
ax = np.linspace(-11.4, 11.4, 39); G = np.array(list(product(ax, repeat=3)))
G = G[np.linalg.norm(G, axis=1) < 11.41]; edge = np.linalg.norm(G, axis=1) > 10.7

def grid(D, kT):
    x = relax(D, T1); s = np.sqrt(kT / np.linalg.eigvalsh(static(D, x, T1)[2][3:, 3:])[0])
    X = np.zeros((len(G), 2, 3)); X[:, 1] = x[1] - x[0] + s * G
    U = energy(D, X, T1); w = np.exp(-(U - U.min()) / kT)
    assert w[edge].max() < 1e-12
    return X, U.min(), w, (s * (ax[1] - ax[0]))**3

def free(D, kT):  # definition: centre-of-mass volume times Cartesian relative-coordinate integral
    X, U0, w, dv = grid(D, kT)
    return U0 - kT * np.log(volume(D, T1) * dv * w.sum())

def fluct(D, kT):
    X, U0, w, dv = grid(D, kT); w = w / w.sum(); V = volume(D, T1)
    f1, f2, dg, _, _ = terms(D, X, T1)
    s = np.einsum('gt,gta->ga', f1, dg) / V; m = w @ s; ds = s - m
    born = ((w[:, None] * f2)[..., None] * dg).reshape(-1, 6).T @ dg.reshape(-1, 6) / V
    cov = V / kT * (ds * w[:, None]).T @ ds; kin = 2 * kT / V * KIN
    return dict(born=born, cov=cov, kin=kin, C=born - cov + kin, sig=m - 2 * kT / V * np.array([1, 1, 1, 0, 0, 0]))

def zeroT(D, t):
    B, L, H = static(D, relax(D, t), t); V = volume(D, t)
    return B / V, L @ pinv(H) @ L.T / V, L, H

rng = np.random.default_rng(1)
rand = [v / np.linalg.norm(v) for v in rng.normal(size=(3, 6))]
cub = [I6[0], I6[0] + I6[1], I6[3]]
Dtri = D0 @ (I3 + np.array([[.03, .02, -.01], [0, -.02, .03], [.01, .02, .01]])).T
V0 = volume(D0, T1)

# momentum sector per atom, in units of kT (p in units of sqrt(m kT))
wp = np.exp(-(G**2).sum(1) / 2); wp /= wp.sum()
for e in [I6[0], I6[3]] + rand:
    K = lambda s: 0.5 * ((G @ np.linalg.inv(I3 + 2 * s * np.tensordot(e, E, 1))) * G).sum(1)
    K1, K2 = fd(K); ref = e @ KIN @ e
    kb, kc = wp @ K2, wp @ K1**2 - (wp @ K1)**2
    assert abs(kb - 2 * ref) < 1e-6 and abs(kc - ref) < 1e-6
    assert abs(fd(lambda s: -np.log(np.exp(-K(s)).sum()))[1] - ref) < 1e-6
    assert abs(fd(lambda s: -np.log(volume(deform(D0, s * e), T1)))[1] - ref) < 1e-6
    if e[3] == 1.0: kb44, kc44 = kb, kc

# zero temperature: closed forms, re-minimized energies, internal strain
B0, R0, L0, H0 = zeroT(D0, T1); C0 = B0 - R0
a_, b_ = 4 * De * al**2 / 3, 8 * kap / 3; zeta = (a_ - b_) / (a_ + b_)
assert np.allclose([C0[0, 0], C0[0, 1], B0[3, 3], C0[3, 3]],
                   np.array([a_ + 3 * b_, a_ - b_, a_ + b_, (a_ + b_) * (1 - zeta**2)]) / (8 * c), atol=1e-10)
def emin(D, t, x0=None): return energy(D, relax(D, t, x0), t)
Bt, Rt, Lt, Ht = zeroT(Dtri, T1)
for D, C, dirs in [(D0, C0, cub), (Dtri, Bt - Rt, rand)]:
    for e in dirs:
        assert abs(fd(lambda s: emin(deform(D, s * e, ROT), T1))[1] / volume(D, T1) - e @ C @ e) < 1e-6
c44min = fd(lambda s: emin(deform(D0, s * I6[3]), T1))[1] / V0
dudx = fd(lambda s: np.diff(relax(deform(D0, s * I6[3]), T1), axis=0)[0, 0])[0]
assert abs(dudx + zeta * c) < 1e-7 and np.linalg.eigvalsh(Rt)[0] > -1e-12
assert abs(Lt.reshape(6, 2, 3).sum(1)).max() < 1e-10

# 16-atom supercell: only zone-centre modes carry the correction
B2, R2, L2, H2 = zeroT(Dtri, T2); ev = np.linalg.eigvalsh(H2); Ls = L2.reshape(6, 2, 8, 3)
assert abs(ev[:3]).max() < 1e-10 and ev[3] > 0.1
assert abs(Ls - Ls.mean(2, keepdims=True)).max() < 1e-10 and np.allclose(R2, Rt, atol=1e-10)
xs0 = 0.02 * rng.normal(size=(16, 3))
c44sup = fd(lambda s: emin(deform(D0, s * I6[3]), T2, xs0))[1] / volume(D0, T2)
assert abs(c44sup - C0[3, 3]) < 1e-6

# finite temperature: formula against finite differences of the free energy
res = {T: fluct(D0, kB * T) for T in (5, 10, 300, 600)}; hot = res[600]; kT = kB * 600
fdC = []; err = 0.0
for D, r, dirs in [(D0, hot, cub), (Dtri, fluct(Dtri, kT), rand)]:
    for e in dirs:
        s1, s2 = np.array(fd(lambda s: free(deform(D, s * e, ROT), kT))) / volume(D, T1)
        err = max(err, abs(s2 - e @ r['C'] @ e)); fdC.append(s2)
        assert abs(s2 - e @ r['C'] @ e) < 1e-6 and abs(s1 - e @ r['sig']) < 1e-7
        assert abs(s2 - e @ (r['C'] + r['kin']) @ e) > 1e-3   # doubled kinetic term must fail

# T -> 0 by linear extrapolation from 5 and 10 K; the residue is of order T^2
t5, t10 = fluct(Dtri, kB * 5), fluct(Dtri, kB * 10)
for lo, hi, B, R in [(res[5], res[10], B0, R0), (t5, t10, Bt, Rt)]:
    assert np.allclose(2 * lo['cov'] - hi['cov'], R, atol=1e-5, rtol=0)
    assert np.allclose(2 * lo['born'] - hi['born'], B, atol=1e-5, rtol=0)
def harm(D, t):
    lam = np.linalg.eigvalsh(static(D, relax(D, t), t)[2])[3:]
    return kB * (0.5 * np.log(lam).sum() - np.log(volume(D, t)))
slope = 2 * (res[5]['C'] - C0) / 5 - (res[10]['C'] - C0) / 10
qh = {(a, n): fd(lambda s: harm(deform(D0, s * I6[a]), t))[1] / volume(D0, t)
      for a in (0, 3) for n, t in ((2, T1), (16, T2))}
sc_ = max(abs(qh[0, 2]), abs(qh[3, 2]))
assert all(abs(slope[a, a] - qh[a, 2]) < 1e-3 * sc_ for a in (0, 3))

# stress-strain coefficients from the Cauchy stress of deformed cells
P = -hot['sig'][:3].mean(); h = 5e-4
ds = {a: (fluct(D0 @ (I3 + h * E[a]), kT)['sig'] - fluct(D0 @ (I3 - h * E[a]), kT)['sig']) / (2 * h) for a in (0, 3)}
Bc = np.array([hot['C'][0, 0] - P, hot['C'][0, 1] + P, hot['C'][3, 3] - P])
assert np.allclose([ds[0][0], ds[0][1], ds[3][3]], Bc, atol=1e-5, rtol=0) and abs(P) > 1e-3

# degenerate minima: U = W (x^2-1)^2 + lam x e, curvature diverges as -lam^2/kT
W, lam = 1.0, 1.0; xs = np.linspace(-2.5, 2.5, 4001); dw = {}
for T in (100, 200):
    k = kB * T; w = np.exp(-W * (xs**2 - 1)**2 / k); w /= w.sum()
    dw[T] = fd(lambda s: -k * np.log(np.exp(-(W * (xs**2 - 1)**2 + lam * xs * s) / k).sum()), 1e-4)[1]
    assert abs(dw[T] / (-lam**2 * (w @ xs**2) / k) - 1) < 1e-6 and abs(dw[T] * k / lam**2 + 1) < 0.01

print(f"D = {De} eV, alpha = {al} 1/A, r0 = {r0} A, kappa = {kap} eV/A^2, N = 2")
print(f"c = {c:.5f} A, lattice constant = {4*c:.5f} A, V = {V0:.4f} A^3")
print(f"a = {a_:.4f} eV/A^2, b = {b_:.4f} eV/A^2, 1 eV/A^3 = {GPA:.4f} GPa")
print(f"relative-coordinate Hessian = {H0[3,3]:.5f} eV/A^2, Lambda(4,x) = {L0[3,3]:.5f} eV/A")
print(f"du_x/de4 (minimization) = {dudx:.6f} A, zeta = {-dudx/c:.6f}")
print(f"T=0: C11 = {C0[0,0]:.6f}, C12 = {C0[0,1]:.6f} eV/A^3")
print(f"T=0: Born44 = {B0[3,3]:.6f}, relaxation44 = {R0[3,3]:.6f}, C44 = {C0[3,3]:.6f} eV/A^3")
print(f"T=0: Born44 = {B0[3,3]*GPA:.2f}, C44 = {C0[3,3]*GPA:.2f} GPa")
print(f"T=0: C44 re-minimized, 2 atoms = {c44min:.6f}, 16 atoms = {c44sup:.6f} eV/A^3")
print(f"kinetic Born44 = {kb44:.6f} kT/atom, kinetic cov44/kT = {kc44:.6f} kT/atom")
print("T(K)  kT(eV)  Born44  cov44  kin44  C44 (eV/A^3)")
for T, r in res.items():
    print(f"{T:4d} {kB*T:.6f} {r['born'][3,3]:.6f} {r['cov'][3,3]:.6f} {r['kin'][3,3]:.6f} {r['C'][3,3]:.6f}")
print(f"cov44 extrapolated to T=0 = {2*res[5]['cov'][3,3]-res[10]['cov'][3,3]:.6f} eV/A^3")
for n, (i, j) in (("11", (0, 0)), ("12", (0, 1)), ("44", (3, 3))):
    print(f"600 K C{n}: Born {hot['born'][i,j]:.6f} cov {hot['cov'][i,j]:.6f} "
          f"kin {hot['kin'][i,j]:.6f} total {hot['C'][i,j]:.6f} eV/A^3 = {hot['C'][i,j]*GPA:.2f} GPa")
print(f"600 K from free energy: C11 = {fdC[0]:.6f}, C12 = {fdC[1]/2-fdC[0]:.6f}, C44 = {fdC[2]:.6f} eV/A^3")
print(f"600 K C44 with doubled kinetic term (wrong) = {hot['C'][3,3]+hot['kin'][3,3]:.6f} eV/A^3")
print(f"largest formula minus free-energy deviation = {err:.1e} eV/A^3")
print(f"600 K pressure = {P:.6f} eV/A^3")
print(f"600 K B11, B12, B44 from C and P = {Bc[0]:.6f}, {Bc[1]:.6f}, {Bc[2]:.6f} eV/A^3")
print(f"600 K B11, B12, B44 from stress slope = {ds[0][0]:.6f}, {ds[0][1]:.6f}, {ds[3][3]:.6f} eV/A^3")
for a, n in ((0, "11"), (3, "44")):
    print(f"dC{n}/dT at 0: quadrature {slope[a,a]:.4e}, harmonic N=2 {qh[a,2]:.4e}, N=16 {qh[a,16]:.4e} eV/A^3/K")
print(f"double well W = {W} eV, lam = {lam} eV: single-well value {-lam**2/(8*W):.4f} eV")
print(f"double well d2A/de2: 100 K {dw[100]:.3f} eV, 200 K {dw[200]:.3f} eV")
print("verified")
```

Running it gives:

```
D = 2.0 eV, alpha = 1.5 1/A, r0 = 2.5 A, kappa = 0.75 eV/A^2, N = 2
c = 1.44338 A, lattice constant = 5.77350 A, V = 48.1125 A^3
a = 6.0000 eV/A^2, b = 2.0000 eV/A^2, 1 eV/A^3 = 160.2177 GPa
relative-coordinate Hessian = 16.00000 eV/A^2, Lambda(4,x) = 11.54701 eV/A
du_x/de4 (minimization) = -0.721688 A, zeta = 0.500000
T=0: C11 = 1.039230, C12 = 0.346410 eV/A^3
T=0: Born44 = 0.692820, relaxation44 = 0.173205, C44 = 0.519615 eV/A^3
T=0: Born44 = 111.00, C44 = 83.25 GPa
T=0: C44 re-minimized, 2 atoms = 0.519615, 16 atoms = 0.519615 eV/A^3
kinetic Born44 = 2.000000 kT/atom, kinetic cov44/kT = 1.000000 kT/atom
T(K)  kT(eV)  Born44  cov44  kin44  C44 (eV/A^3)
   5 0.000431 0.692865 0.173245 0.000018 0.519638
  10 0.000862 0.692910 0.173286 0.000036 0.519661
 300 0.025852 0.695495 0.175595 0.001075 0.520975
 600 0.051704 0.698120 0.177934 0.002149 0.522335
cov44 extrapolated to T=0 = 0.173205 eV/A^3
600 K C11: Born 1.047908 cov 0.010511 kin 0.004299 total 1.041696 eV/A^3 = 166.90 GPa
600 K C12: Born 0.350628 cov 0.001723 kin 0.000000 total 0.348905 eV/A^3 = 55.90 GPa
600 K C44: Born 0.698120 cov 0.177934 kin 0.002149 total 0.522335 eV/A^3 = 83.69 GPa
600 K from free energy: C11 = 1.041696, C12 = 0.348905, C44 = 0.522335 eV/A^3
600 K C44 with doubled kinetic term (wrong) = 0.524485 eV/A^3
largest formula minus free-energy deviation = 2.5e-09 eV/A^3
600 K pressure = 0.004911 eV/A^3
600 K B11, B12, B44 from C and P = 1.036785, 0.353816, 0.517424 eV/A^3
600 K B11, B12, B44 from stress slope = 1.036785, 0.353817, 0.517424 eV/A^3
dC11/dT at 0: quadrature 3.9495e-06, harmonic N=2 3.9495e-06, N=16 -2.1368e-05 eV/A^3/K
dC44/dT at 0: quadrature 4.5284e-06, harmonic N=2 4.5284e-06, N=16 -4.9782e-06 eV/A^3/K
double well W = 1.0 eV, lam = 1.0 eV: single-well value -0.1250 eV
double well d2A/de2: 100 K -115.794 eV, 200 K -57.769 eV
verified
```
